Powder lineshape of a nonaxial shielding tensor

## I. From the spin Hamiltonian to the powder density

A powder holds crystallites in all orientations, with equal weight per solid angle. Each contains isolated spins 1/2 of gyromagnetic ratio γ, and all of them have the same shielding tensor σ, fixed in the crystallite. The sample is at rest in a static field of strength B. Gaussian units are used, with B in gauss and σ a dimensionless 3×3 matrix. Couplings between spins are left out, and so is every broadening other than the spread of orientations. The symmetric part of σ has the principal values

a < b < c,

which belong to the principal axes 1, 2 and 3. The strict inequalities say that the tensor is nonaxial. The problem is to find how the resonance frequencies of the powder are distributed, and what fixes the form of this distribution.

### (a) The frequency of one crystallite

Find the resonance frequency to first order in σ for a field along the unit vector n. How large can the second-order term be when σ is symmetric?

Solution. The electrons change the field at the nucleus from Bn to B(1−σ)n. With the dimensionless spin operator I, the Hamiltonian is

H = −ħγB I·F, with F = (1−σ)n.

Let |F| be the length of F. The component of I along F has the eigenvalues ±1/2, whatever the direction of F. The two levels are therefore ∓ħγB|F|/2, and their distance is ħ|γ|B|F|. With the bare Larmor frequency ω_L = |γ|B, the resonance lies at

ω = ω_L |F|.

The squared length is

|F|² = (n−σn)·(n−σn) = 1 − 2S + q,

S = n·σ·n, q = |σn|².

Here S is of first order in σ and q of second order. The expansion √(1+x) = 1 + x/2 − x²/8 + … with x = −2S + q gives x/2 = −S + q/2. In −x²/8 the second-order part is −(2S)²/8 = −S²/2. Hence

ω/ω_L = 1 − S + ½(q − S²) + terms of third order.   (1)

To first order ω = ω_L(1−S). An antisymmetric part of σ does not contribute to S: in the sum over i and j of σ_ij n_i n_j, the terms ij and ji cancel when σ_ij = −σ_ji. It does enter q, so it can first appear in second order. With the components of n taken along the principal axes,

S(n) = a n₁² + b n₂² + c n₃², n₁² + n₂² + n₃² = 1.   (2)

A larger shielding means a lower frequency, so the frequency axis runs opposite to the shielding axis.

Now let σ be symmetric. Then q = a²n₁² + b²n₂² + c²n₃². The numbers n₁², n₂², n₃² are weights that add up to one, S is the weighted mean of a, b, c, and q − S² is their weighted variance. Each principal value v obeys (v−a)(c−v) ≥ 0, which is the same as v² ≤ (a+c)v − ac. The weighted mean of this inequality is q ≤ (a+c)S − ac, so that

q − S² ≤ (a+c)S − ac − S² = (c−S)(S−a) ≤ (c−a)²/4.

The last step holds because the product of two positive numbers with the fixed sum c−a is largest when they are equal. The second-order term in (1) is therefore at most (c−a)²/8. This value is reached at n₁² = n₃² = 1/2, n₂ = 0. The term vanishes when n lies along a principal axis, since one weight is then 1 and the variance is zero.

From here on the second-order term is dropped. The strength of the transition also depends on orientation, because shielding changes the radiofrequency field and tilts the quantization axis. These are relative changes of order σ in the intensity, and they are neglected too. Every direction n then counts equally.

### (b) The density as an integral over one angle

Let P(s)ds be the fraction of spins whose S(n) lies between s and s+ds. Write P(s) as an integral over a single angle.

Solution. By definition

P(s) = (1/4π) ∫ dΩ δ(s − S(n)).   (3)

Integrated over all s, the delta function gives 1, so P has unit area. Take axis 3 as the polar axis:

n₃ = u, n₁ = √(1−u²) cosφ, n₂ = √(1−u²) sinφ, dΩ = du dφ.

With the abbreviation

g(φ) = a cos²φ + b sin²φ = a + (b−a) sin²φ,

equation (2) becomes

S = (1−u²)g + cu² = g + (c−g)u².

Since g lies between a and b, the factor c−g is positive. S contains squares of the components alone, so the eight octants of the sphere contribute equally. It is enough to take 0 < u < 1 and 0 < φ < π/2 and to multiply by 8, which turns the prefactor 1/4π into 2/π.

At fixed φ, S grows with u from g to c. It takes the value s at

u_s = √[(s−g)/(c−g)],

provided that g < s < c. The fraction of spins with S below s is therefore

W(s) = (2/π) ∫ u_s dφ, taken over 0 < φ < π/2 with g(φ) < s.   (4)

For the density, the delta function is integrated over u. It gives one over the derivative of S with respect to u, which is 2(c−g)u at u = u_s:

2(c−g)u_s = 2√[(c−g)(s−g)].

The factor 2 cancels against the 2 in 2/π, and

P(s) = (1/π) ∫ dφ / √[(c−g)(s−g)], over 0 < φ < π/2 with g(φ) < s.   (5)

There are two cases. If b < s < c, the condition g < s holds for every φ. If a < s < b, it requires sin²φ < (s−a)/(b−a). In terms of the tangent, with tan²φ = sin²φ/(1−sin²φ), this reads

tan²φ < t₀², t₀² = (s−a)/(b−s),   (6)

because 1 − (s−a)/(b−a) = (b−s)/(b−a). Outside the interval from a to c no direction satisfies S = s, and P is zero.

### (c) The density above the middle value

The complete elliptic integral of the first kind, with parameter m, is

K(m) = ∫₀^{π/2} dθ / √(1 − m sin²θ), 0 ≤ m < 1.   (7)

Some tables use the modulus k instead, with m = k². Express P(s) through K for b < s < c.

Solution. Put t = tanφ. Then cos²φ = 1/(1+t²), sin²φ = t²/(1+t²) and dφ = dt/(1+t²). From g = (a + bt²)/(1+t²) follow

c − g = [(c−a) + (c−b)t²]/(1+t²),

s − g = [(s−a) + (s−b)t²]/(1+t²).

The square root of their product carries the factor 1/(1+t²), which cancels the same factor in dφ. Equation (5) becomes

P(s) = (1/π) ∫₀^T dt / √{[(c−a) + (c−b)t²] [(s−a) + (s−b)t²]}.   (8)

The upper limit is T = ∞ for s > b and T = t₀ for s < b.

For s > b both brackets are sums of positive terms. The first becomes a single term under the substitution

t = κ tanθ, κ² = (c−a)/(c−b),

because (c−a) + (c−b)κ² tan²θ = (c−a)(1 + tan²θ) = (c−a)/cos²θ. Also dt = κ dθ/cos²θ, and the limits 0 and ∞ of t become 0 and π/2. Together,

dt/√(first bracket) = κ dθ/[√(c−a) cosθ] = dθ/[√(c−b) cosθ].

Multiplying the second bracket by (c−b)cos²θ brings this prefactor under the same root:

P(s) = (1/π) ∫₀^{π/2} dθ / √[(c−b)(s−a) cos²θ + (c−a)(s−b) sin²θ].   (9)

The difference of the two coefficients is needed. Multiplied out,

(c−b)(s−a) = cs − ac − bs + ab,

(c−a)(s−b) = cs − bc − as + ab.

Subtraction leaves bc − ac − bs + as = c(b−a) − s(b−a), so

(c−b)(s−a) − (c−a)(s−b) = (b−a)(c−s).   (10)

With cos²θ = 1 − sin²θ the radicand in (9) is (c−b)(s−a) − (b−a)(c−s) sin²θ. Taking the first term out of the root gives

P(s) = K(m) / {π√[(c−b)(s−a)]},

m = (b−a)(c−s) / [(c−b)(s−a)], b < s < c.   (11)

The parameter is 0 at s = c. As s falls, the numerator of m grows and the denominator shrinks, so m rises. It reaches 1 at s = b. Thus K is finite everywhere inside this interval.

### (d) The density below the middle value

Find P(s) for a < s < b, and check it by reversing the shielding axis.

Solution. The coefficient s−b in (8) is now negative. By the definition of t₀ in (6), the second bracket is

(s−a) − (b−s)t² = (b−s)(t₀² − t²).

Put t = t₀ cosθ. Then dt = −t₀ sinθ dθ and √(t₀²−t²) = t₀ sinθ, so dt/√(t₀²−t²) = −dθ. The limits t = 0 and t = t₀ become θ = π/2 and θ = 0, and exchanging them removes the minus sign. What remains under the root is

(b−s)[(c−a) + (c−b)t₀² cos²θ] = (c−a)(b−s) + (c−b)(s−a) cos²θ.

Replace cos²θ by 1 − sin²θ. The constant part is (c−a)(b−s) + (c−b)(s−a), which equals (b−a)(c−s) by (10). Hence

P(s) = K(m′) / {π√[(b−a)(c−s)]},

m′ = (c−b)(s−a) / [(b−a)(c−s)], a < s < b.   (12)

The parameter m′ is the reciprocal of the expression for m in (11). It runs from 0 at s = a to 1 at s = b.

For the check, reverse the sign of the shielding. The value s becomes −s, and the ordered principal values become −c, −b, −a. In (11) the product (c−b)(s−a) then turns into (−a+b)(−s+c) = (b−a)(c−s), and (b−a)(c−s) turns into (−b+c)(−a+s) = (c−b)(s−a). These replacements convert (11) into (12), as they must, since reversing the axis cannot change how many directions belong to a given shielding.

### (e) Two values of the density

Take the round model parameters a = 20, b = 80 and c = 240 ppm with ω_L/2π = 100 MHz. Evaluate the density at 50 and at 160 ppm, and judge the first-order treatment.

Solution. At 50 ppm, below b, equation (12) applies:

m′ = (160 × 30)/(60 × 190) = 0.42105, K = 1.79241,

P = 1.79241/[π√(60 × 190)] = 0.005344 per ppm.

At 160 ppm equation (11) applies:

m = (60 × 80)/(160 × 140) = 0.21429, K = 1.66690,

P = 1.66690/[π√(160 × 140)] = 0.003545 per ppm.

Both values were tested against the numerical derivative of the solid-angle fraction (4), evaluated by direct quadrature over φ without use of K or of the substitutions in (c) and (d). In a second test, 4,000,000 directions were sorted by their value of S into eleven intervals of 20 ppm. The fraction found in each interval differs from the integral of the density by less than 10⁻⁵ of all directions.

For a symmetric tensor with these principal values, the second-order term in (1) is at most (220 × 10⁻⁶)²/8, which is 0.00605 ppm or 0.605 Hz. The pattern is 22 kHz wide, so the first-order frequency is ample here. The term grows as the square of c−a, and in hertz it also grows in proportion to the field.

## II. Edges, middle value, limits and numbers

The first half considered a static powder of isolated spins 1/2 with principal shieldings a < b < c along the axes 1, 2, 3. To first order a spin resonates at ω = ω_L(1−S), where S = a n₁² + b n₂² + c n₃² and n is the field direction. The density P(s) of S, with unit area, is

P(s) = K(m)/{π√[(c−b)(s−a)]} for b < s < c,

P(s) = K(m′)/{π√[(b−a)(c−s)]} for a < s < b,

m = (b−a)(c−s)/[(c−b)(s−a)], m′ = 1/m,

and zero outside. K(m) is the integral of 1/√(1 − m sin²θ) from 0 to π/2. The identity (10),

(c−b)(s−a) − (c−a)(s−b) = (b−a)(c−s),

is used again below.

### (f) The outer edges

How does the density begin at a and at c? Explain the result from the geometry of the sphere, and find in which direction P changes away from the edges.

Solution. At s = a the parameter m′ is zero, and K(0) = π/2. At s = c the same holds for m. Therefore

P(a) = 1/{2√[(c−a)(b−a)]}, P(c) = 1/{2√[(c−a)(c−b)]}.   (13)

The density jumps from zero to a finite height at each end. The ratio of the heights is

P(a)/P(c) = √[(c−b)/(b−a)].   (14)

The edge nearer to the middle value has the higher step.

The jump reflects a minimum or a maximum of a smooth function on a surface. Near axis 1, n₁² = 1 − n₂² − n₃² gives S − a = (b−a)n₂² + (c−a)n₃². The directions with S below a+ε fill a small ellipse with the half-axes √[ε/(b−a)] and √[ε/(c−a)]. Its area is πε/√[(b−a)(c−a)]. There is one such ellipse around each end of axis 1, and division of the total by 4π gives the fraction ε/{2√[(b−a)(c−a)]}. It is proportional to ε, so the density starts at a finite height, the one in (13).

Between c and b, as s falls, the factor 1/√(s−a) grows, and so does m. K grows with m, since its integrand does. The density thus rises from the step at c all the way to b. Between a and b, as s grows, both 1/√(c−s) and K(m′) grow, and the density again rises towards b. The largest density is therefore found at the middle value from either side.

### (g) The approach to the middle value

Find the leading behaviour of P as s approaches b from each side. Is the intensity in a narrow window around b finite?

Solution. Both parameters tend to 1 at b, so K is needed for small ε = 1 − m. Replacing θ by π/2 − θ in its definition gives the radicand 1 − m cos²θ = sin²θ + ε cos²θ. With t = tanθ this is (t²+ε)/(1+t²), and dθ = dt/(1+t²). Hence

K = ∫₀^∞ dt / √[(1+t²)(t²+ε)].

Substitute t = √ε/w. Then dt = −√ε dw/w², and the product under the root becomes ε(w²+ε)(1+w²)/w⁴. The integrand keeps its form, while the range from ε^{1/4} to ∞ is mapped onto the range from 0 to ε^{1/4}. The two ranges contribute equally:

K = 2 ∫₀^{ε^{1/4}} dt / √[(1+t²)(t²+ε)].

In this range 1+t² lies between 1 and 1+√ε. Replacing it by 1 makes a relative error of at most about √ε/2. The remaining integral is elementary:

K ≈ 2 arsinh(ε^{1/4}/√ε) = 2 arsinh(ε^{−1/4}).

For large x, arsinh x = ln[x + √(x²+1)] tends to ln(2x). So

K ≈ 2 ln(2ε^{−1/4}) = ½ ln(16/ε) for ε → 0.   (15)

The error vanishes in this limit, because √ε times a logarithm of ε tends to zero.

The identity (10) supplies ε on the two sides:

1 − m = (c−a)(s−b)/[(c−b)(s−a)], s > b,

1 − m′ = (c−a)(b−s)/[(b−a)(c−s)], s < b.

Near b, s−a tends to b−a in the first line and c−s tends to c−b in the second. Both expressions become (c−a)|s−b|/[(b−a)(c−b)]. Both prefactors of K become 1/{π√[(b−a)(c−b)]}. Therefore, from either side,

P(s) ≈ L ln(A/|s−b|),

L = 1/{2π√[(b−a)(c−b)]}, A = 16(b−a)(c−b)/(c−a).   (16)

The divergence is logarithmic, with the same strength and the same constant A on the two sides. The form is valid while ε is small, which means that |s−b| must be small compared with A/16.

The intensity in a narrow window is finite. Since the integral of ln(A/x) from 0 to h is h ln(A/h) + h, the mean density between b−h and b+h is, for h small compared with A/16,

P_mean(h) = L[ln(A/h) + 1].   (17)

A spectrum of finite resolution thus shows a peak of finite height. Halving the window raises the mean by L ln 2, so the height depends weakly on resolution.

### (h) Where the logarithm comes from

Which crystallites cause the divergence at b? Find also the fraction of spins with a shielding larger than b.

Solution. Subtract b(n₁² + n₂² + n₃²) = b from S:

S − b = −(b−a)n₁² + (c−b)n₃².   (18)

At axis 2 both terms vanish. Moving from there towards axis 1 lowers S, and moving towards axis 3 raises it, so axis 2 is a saddle point. The condition S = b describes the two planes n₃ = ±n₁√[(b−a)/(c−b)]. They cut the sphere in two great circles, which cross at both ends of axis 2.

The strip on the sphere between the contours s and s+ds has the local width ds/|∇S|, where ∇S is the gradient along the surface. The density is therefore 1/4π times the integral of dl/|∇S| along the contour. The full gradient of n·σ·n, with σ now the symmetric part, is 2σn. Its component along n is 2S, and removing that component leaves the squared length

|∇S|² = 4(|σn|² − S²).

The bracket is the weighted variance of the principal values. On the contour S = b their mean is b, so the variance is (b−a)²n₁² + (c−b)²n₃². Let ψ be the angle from axis 2. Then n₁² + n₃² = sin²ψ, and with the ratio n₃²/n₁² = (b−a)/(c−b),

n₁² = sin²ψ (c−b)/(c−a), n₃² = sin²ψ (b−a)/(c−a).

The variance is then sin²ψ (b−a)(c−b)[(b−a)+(c−b)]/(c−a) = sin²ψ (b−a)(c−b), and

|∇S| = 2 sinψ √[(b−a)(c−b)].

The gradient vanishes at axis 2, where neighbouring contours move far apart. Now leave out all directions within an angle η of either end of axis 2. The two circles consist of eight quarter arcs, and on each of them ψ runs from η to π/2. The integral of 1/sinψ is ln tan(ψ/2), which gives ln cot(η/2) between these limits. The remaining density at s = b is

P_out = (1/4π) × 8 × ln cot(η/2)/{2√[(b−a)(c−b)]} = 2L ln cot(η/2).   (19)

It is finite for every η > 0 and grows without bound as η → 0. The divergence thus comes from crystallites whose axis 2 lies nearly along the field.

For the fraction above b, let χ be the azimuth around axis 2, counted from axis 3, so that tan²χ = n₁²/n₃². By (18), S > b means tan²χ < (c−b)/(b−a). Random directions are uniform in χ. The allowed values form two sectors, one around each end of axis 3, each of width 2 arctan√[(c−b)/(b−a)]. Division by 2π gives

fraction with S > b = (2/π) arctan√[(c−b)/(b−a)].   (20)

The root is the ratio of step heights in (14). When b is nearer to a, the step at a is the higher one, but more than half of the spins lie above b.

### (i) Axial limits and moments

What becomes of the pattern when b approaches a or c? Find the mean and the variance of the shielding over the powder.

Solution. Let b → a at a fixed s > a. Then m → 0 and K → π/2, while c−b → c−a:

P(s) → 1/{2√[(c−a)(s−a)]}, b = a.   (21)

For b → c at a fixed s < c, m′ → 0 in the same way:

P(s) → 1/{2√[(c−a)(c−s)]}, b = c.   (22)

The outer step that b approaches grows without limit, by (13), and merges with the logarithm into an inverse square root. The opposite step stays finite, with height 1/[2(c−a)]. Finite steps at both ends with a logarithm between them therefore require three different principal values. When b is close to a but not equal to it, (21) is a good approximation for s−a much larger than b−a, where m is small. Closer to the edge the step and the logarithm are separate.

For the moments, the component n₃ = u is uniform between −1 and 1, so the averages of u² and u⁴ are 1/3 and 1/5. The same holds for n₁ and n₂. The mean of S is then (a+b+c)/3. Multiplying n₁² by n₁² + n₂² + n₃² = 1 and averaging gives 1/5 + 2x = 1/3, where x is the average of n₁²n₂². Hence x = 1/15.

Let d₁, d₂, d₃ be the deviations of a, b, c from their mean. Their sum is zero, so the sum of d_i d_j over all i ≠ j is −(d₁²+d₂²+d₃²). The variance is

(1/5)(d₁²+d₂²+d₃²) − (1/15)(d₁²+d₂²+d₃²) = (2/15)(d₁²+d₂²+d₃²).   (23)

### (j) The pattern in numbers

Describe the pattern for a = 20, b = 80, c = 240 ppm at a bare Larmor frequency of 100 MHz.

Solution. One ppm corresponds to 0.1 kHz. Relative to the bare Larmor frequency, the edge a lies at −2 kHz, the peak b at −8 kHz and the edge c at −24 kHz. The steps follow from (13):

P(a) = 1/[2√(220 × 60)] = 0.004352 per ppm, or 0.0435 per kHz,

P(c) = 1/[2√(220 × 160)] = 0.002665 per ppm, or 0.0267 per kHz.

Their ratio is √(160/60) = 1.633. By (20), the fraction of spins above b is (2/π) arctan 1.633 = 0.650. The longer, lower side of the pattern holds about two thirds of the intensity.

The constants of the logarithm are

L = 1/[2π√(60 × 160)] = 0.001624 per ppm,

A = 16 × 60 × 160/220 = 698 ppm.

At 1 ppm from b the logarithm (16) gives 0.01064 per ppm. The full density is 0.01066 below b and 0.01062 above it. At 10 ppm the logarithm gives 0.00690, against 0.00701 below and 0.00681 above, so it is off by less than 2 per cent of the density. Each tenfold approach to b adds L ln 10 = 0.00374 per ppm to the logarithm (16), and the density follows this rise closely once (16) is accurate. That is less than the height of the step at a, which shows how slowly the density diverges.

For the window from 79.5 to 80.5 ppm, (17) gives

P_mean = 0.001624 × [ln(698/0.5) + 1] = 0.0134 per ppm.

The window is 1 ppm wide and so holds 1.3 per cent of the spins. If the directions within 20° of axis 2 are left out, (19) predicts 2L ln cot 10° = 0.00564 per ppm at b. Counting directions in the same window gives 0.00564 as well. The two excluded caps cover 1 − cos 20°, or 6 per cent of the sphere, but they supply more than half of the intensity in the window.

The mean shielding is (20+80+240)/3 = 113.3 ppm. It lies well above the peak, so the position of the maximum must not be read as the isotropic shielding. The deviations −93.3, −33.3 and 126.7 ppm give the variance 3449 ppm² by (23), and a root-mean-square width of 58.7 ppm. Further values of m, K and P across the pattern are listed in the numerical output.

Values computed for the example and the checks

```
bare Larmor frequency: 100.0 MHz
a = 20.0 ppm, offset -2.00 kHz
b = 80.0 ppm, offset -8.00 kHz
c = 240.0 ppm, offset -24.00 kHz
total width: 220.0 ppm = 22.00 kHz
largest second-order shift: 0.00605 ppm
the same in frequency: 0.605 Hz
step at a: 0.004352 /ppm = 0.04352 /kHz
step at c: 0.002665 /ppm = 0.02665 /kHz
ratio of steps a/c: 1.6330
s (ppm), parameter m, K(m), density (1/ppm):
  20.0   0.00000   1.57080   0.004352
  40.0   0.26667   1.69489   0.004925
  50.0   0.42105   1.79241   0.005344
  60.0   0.59259   1.94164   0.005947
  79.0   0.97723   3.29048   0.010657
  81.0   0.97746   3.29552   0.010618
 110.0   0.54167   1.89108   0.005016
 160.0   0.21429   1.66690   0.003545
 210.0   0.05921   1.59486   0.002912
 240.0   0.00000   1.57080   0.002665
log prefactor: 0.001624 /ppm
log scale A: 698.18 ppm
distance d (ppm), P(b-d), P(b+d), logarithm (1/ppm):
 10.00   0.007006   0.006814   0.006897
  1.00   0.010657   0.010618   0.010637
  0.10   0.014380   0.014374   0.014377
  0.01   0.018118   0.018117   0.018118
rise per decade: 0.003740 /ppm
mean density in b +- 0.5 ppm: 0.013387 /ppm
same from logarithm: 0.013387 /ppm
cap half-angle: 20.0 degrees
density at b without caps, formula: 0.005638 /ppm
density at b without caps, counted: 0.005638 /ppm
fraction of spins with s > b: 0.65020
area under formula: 1.00000000
mean shielding: 113.3333 ppm
variance: 3448.889 ppm^2
rms width: 58.7272 ppm
orientations counted: 4000000
largest bin-fraction error: 8.0e-06
```
